# Why Helium's Ground State Has No Power Series in Interparticle Distances

**Q.** I want to write the helium ground state near the nucleus as a power series in the two electron–nucleus distances and the electron–electron distance. Hydrogen's ground state has such a series in \(r\). Why should helium be different?

**A.** Let us substitute the series and see. Take a fixed point nucleus of charge \(Z\), the nonrelativistic Hamiltonian and atomic units. Write \(r_1,r_2\) for the lengths of the position vectors \(\mathbf r_1,\mathbf r_2\), and \(u=|\mathbf r_1-\mathbf r_2|\). I give the repulsion a strength \(\lambda\), equal to 1 in the real atom, so that its effect can be followed:
\[
H=-\tfrac12\Lambda+V,\qquad \Lambda=\nabla_1^2+\nabla_2^2,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac{\lambda}{u}.
\]
Multiplying \(H\psi=E\psi\) by \(-2\) gives
\[
\Lambda\psi-2V\psi+2E\psi=0. \tag{1}
\]
Your proposal is
\[
\psi=\sum_{l,m,n\ge0}c_{lmn}\,r_1^l r_2^m u^n ,
\]
convergent when all three distances are small enough.

**Q.** The wavefunction has six coordinates. Are three distances enough?

**A.** For a rotation-invariant function they are. The nucleus and the electrons form a triangle, and two triangles with the same sides \(r_1,r_2,u\) can be rotated into each other.

We need \(\Lambda\) in these variables. Let hats denote unit vectors, with \(\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u\). Then \(\nabla_1r_1=\hat{\mathbf r}_1\), \(\nabla_1u=\hat{\mathbf u}\), and the Laplacian of a distance in three dimensions is 2 divided by that distance. The chain rule gives
\[
\nabla_1^2\psi=\psi_{11}+\frac2{r_1}\psi_1+\psi_{uu}+\frac2u\psi_u+2(\hat{\mathbf r}_1\!\cdot\hat{\mathbf u})\,\psi_{1u},
\]
where subscripts on \(\psi\) denote partial derivatives. From \(\mathbf r_1\!\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2\),
\[
\hat{\mathbf r}_1\!\cdot\hat{\mathbf u}=\frac{r_1^2-\mathbf r_1\!\cdot\mathbf r_2}{r_1u}=\frac{r_1^2+u^2-r_2^2}{2r_1u}.
\]
Electron 2 gives the same expressions with the labels exchanged.

Now apply \(\Lambda\) to \(M=r_1^lr_2^mu^n\). The pure \(r_1\) derivatives give \([l(l-1)+2l]/r_1^2=l(l+1)/r_1^2\). The pure \(u\) derivatives occur for both electrons and give \(2n(n+1)/u^2\). The mixed \(r_1,u\) derivative gives
\[
ln\,\frac{r_1^2+u^2-r_2^2}{r_1^2u^2}=ln\left(\frac1{u^2}+\frac1{r_1^2}-\frac{r_2^2}{r_1^2u^2}\right).
\]
Adding the mirror terms,
\[
\begin{aligned}
\frac{\Lambda M}{M}={}&\frac{l(l+n+1)}{r_1^2}+\frac{m(m+n+1)}{r_2^2}+\frac{n(2n+2+l+m)}{u^2}\\
&-\frac{ln\,r_2^2}{r_1^2u^2}-\frac{mn\,r_1^2}{r_2^2u^2}.
\end{aligned}\tag{2}
\]

**Q.** You will now equate coefficients. But the distances obey triangle inequalities. Are their monomials really independent?

**A.** Inequalities restrict the region, but they are not an equation between the variables. The triples with \(|r_1-r_2|<u<r_1+r_2\) fill an open set. Multiply (1) by \(r_1^2r_2^2u^2\): the left side becomes an ordinary convergent power series. A power series that vanishes on an open set inside its region of convergence has only zero coefficients. So the coefficient of every monomial in (1), negative powers included, must vanish separately.

We can sort by total degree. \(\Lambda\) lowers the degree by two, \(V\) lowers it by one, and \(E\) leaves it unchanged.

**Q.** Then begin at the bottom. I expect the usual cusp conditions.

**A.** They appear at degree \(-1\). Equation (2) gives \(\Lambda r_1=2/r_1\), \(\Lambda r_2=2/r_2\) and \(\Lambda u=4/u\). The potential acts on the constant term, so
\[
\frac{2c_{100}+2Zc_{000}}{r_1}+\frac{2c_{010}+2Zc_{000}}{r_2}+\frac{4c_{001}-2\lambda c_{000}}{u}=0 .
\]
Therefore
\[
c_{100}=c_{010}=-Zc_{000},\qquad c_{001}=\tfrac{\lambda}{2}c_{000}. \tag{3}
\]
The wavefunction falls linearly as an electron leaves the nucleus, and rises linearly as the electrons separate.

**Q.** No trouble so far. The next order has six new coefficients, which looks like ample freedom.

**A.** At degree zero, (2) gives
\[
\begin{aligned}
&\Lambda r_1^2=\Lambda r_2^2=6,\qquad \Lambda u^2=12,\qquad \Lambda(r_1r_2)=\frac{2r_2}{r_1}+\frac{2r_1}{r_2},\\
&\Lambda(r_1u)=\frac{3u}{r_1}+\frac{5r_1}{u}-\frac{r_2^2}{r_1u},
\end{aligned}
\]
and the mirror image for \(r_2u\). The potential contributes
\[
\left(\frac{2Z}{r_1}+\frac{2Z}{r_2}-\frac{2\lambda}{u}\right)(c_{100}r_1+c_{010}r_2+c_{001}u),
\]
and the energy contributes the constant \(2Ec_{000}\).

Look at three monomials. Among the quadratic terms, \(r_1u\) alone produces them:
\[
\begin{aligned}
u/r_1:&\quad 3c_{101}+2Zc_{001}=0,\\
r_1/u:&\quad 5c_{101}-2\lambda c_{100}=0,\\
r_2^2/(r_1u):&\quad -c_{101}=0.
\end{aligned}\tag{4}
\]
With (3), the first requires \(c_{101}=-\lambda Zc_{000}/3\), the second \(c_{101}=-2\lambda Zc_{000}/5\), and the third \(c_{101}=0\). For \(\lambda Z\ne0\) they agree only if \(c_{000}=0\).

For helium, \(Z=2\) and \(\lambda=1\). If we normalize to \(c_{000}=1\), then \(c_{100}=-2\) and \(c_{001}=1/2\) in inverse bohr. The three demands on \(c_{101}\) are \(-2/3\), \(-4/5\) and \(0\) bohr\(^{-2}\).

**Q.** Could a different energy, or terms of higher degree, repair this?

**A.** No. The energy enters at degree zero only in the equation for the constant monomial. A term of degree three or more cannot reach degree zero, since no part of the operator lowers the degree by more than two. The other five quadratic terms produce none of the monomials in (4). This is the Bartlett–Gibbons–Dunn inconsistency: no convergent series of your form with a non-zero constant term solves (1), whatever the value of \(E\).

**Q.** Which interaction is to blame?

**A.** Neither one alone. The conflicting values are proportional to \(\lambda Z\). If \(\lambda=0\), the function \(e^{-Z(r_1+r_2)}\) solves the equation with \(E=-Z^2\), and it has a power series. If \(Z=0\), we may take \(\psi=\sum_n a_nu^n\). Equation (2) then gives
\[
2n(n+1)a_n=2\lambda a_{n-1}-2Ea_{n-2},\qquad a_{-1}=0,
\]
which determines every later coefficient from \(a_0\). The obstruction needs nuclear attraction and electron repulsion together.

**Q.** I am still suspicious. I can write down \(e^{-Z(r_1+r_2)+\lambda u/2}\), which has a perfectly good series and the right cusps. Its coefficient of \(r_1u\) is \(-\lambda Z/2\), which is none of your three values.

**A.** That fourth value shows what the two-particle cusps ask for, and why they ask for less than the full equation. Set \(c_{000}=1\), \(c_{110}=Z^2\) and \(c_{101}=c_{011}=c\). The choice of \(c_{110}\) cancels the terms in \(r_2/r_1\) and \(r_1/r_2\).

Let electron 1 approach the nucleus with \(r_2\) fixed. Then \(u\) differs from \(r_2\) by at most \(r_1\), and the terms singular in \(r_1\) combine:
\[
(3c+\lambda Z)\frac u{r_1}-c\frac{r_2^2}{r_1u}
=(2c+\lambda Z)\frac{r_2}{r_1}+\text{bounded terms}.
\]
Finiteness requires \(c=-\lambda Z/2\). Next let the electrons meet at distance \(r\) from the nucleus, so that \(r_1\) and \(r_2\) both tend to \(r\). The terms singular in \(u\) become
\[
\bigl[2(5c+2\lambda Z)-2c\bigr]\frac ru=(8c+4\lambda Z)\frac ru,
\]
again up to bounded terms, and the same \(c\) removes the singularity. At each coalescence two of the distances become equal, so distinct monomials merge and their coefficients need only cancel in sum.

**Q.** So all the infinities are gone. What is left to complain about?

**A.** A bounded term that depends on the shape of the triangle. With \(c=-\lambda Z/2\), the coefficients of \(u/r_1\) and \(r_1/u\) are both \(-\lambda Z/2\), while that of \(r_2^2/(r_1u)\) is \(+\lambda Z/2\). Their sum is
\[
-\frac{\lambda Z}{2}\,\frac{u^2+r_1^2-r_2^2}{r_1u}=-\lambda Z\cos\alpha_1,
\]
where \(\alpha_1\) is the angle of the triangle at electron 1, by the law of cosines. Electron 2 adds \(-\lambda Z\cos\alpha_2\). The remaining degree-zero terms are constants, so they cannot cancel an angle-dependent function.

For your exponential the effect can be found at any distance. Put \(J=-Z(r_1+r_2)+\lambda u/2\). Then
\[
\Lambda J=-\frac{2Z}{r_1}-\frac{2Z}{r_2}+\frac{2\lambda}{u}=2V .
\]
Since \(\Lambda e^J=e^J(\Lambda J+|\nabla_1J|^2+|\nabla_2J|^2)\), the potential cancels in the local energy:
\[
E_{\rm loc}=\frac{He^J}{e^J}=-\tfrac12\left(|\nabla_1J|^2+|\nabla_2J|^2\right).
\]
The gradients are \(\nabla_1J=-Z\hat{\mathbf r}_1+\frac\lambda2\hat{\mathbf u}\) and \(\nabla_2J=-Z\hat{\mathbf r}_2-\frac\lambda2\hat{\mathbf u}\). Using \(\hat{\mathbf r}_1\!\cdot\hat{\mathbf u}=\cos\alpha_1\) and \(-\hat{\mathbf r}_2\!\cdot\hat{\mathbf u}=\cos\alpha_2\),
\[
E_{\rm loc}=-Z^2-\frac{\lambda^2}{4}+\frac{\lambda Z}{2}(\cos\alpha_1+\cos\alpha_2). \tag{5}
\]
An eigenfunction would have the same local energy everywhere.

**Q.** Is this a small defect in helium?

**A.** In the local energy near the nucleus it is not small. For \(Z=2\), \(\lambda=1\), equation (5) reads \(E_{\rm loc}=-4.25+\cos\alpha_1+\cos\alpha_2\) in hartree. Take \(r_1=r_2\):

- Electrons on opposite sides of the nucleus: both angles are zero, so \(E_{\rm loc}=-4.25+2=-2.25\).
- Right angle at the nucleus: both angles are \(45^\circ\), so \(E_{\rm loc}=-4.25+1.4142=-2.8358\).
- Equilateral triangle: both cosines are \(1/2\), so \(E_{\rm loc}=-3.25\).
- Electrons close together, \(u=r_1/100\): each cosine is \(u/(2r_1)=0.005\), so \(E_{\rm loc}=-4.24\).

Shrinking a triangle does not change its angles, so these values persist all the way to the triple coalescence. There the local energy has no single limit. Since \(\alpha_1+\alpha_2\le\pi\), we have \(\cos\alpha_2\ge-\cos\alpha_1\), and the sum of cosines lies between 0 and 2. The limits therefore range from \(-4.25\) to \(-2.25\) hartree, a width of 2 hartree, or 54.4 eV. This is a statement about the pointwise local energy, not about the total energy. The region with \(r_1^2+r_2^2<(0.1\text{ bohr})^2\) holds only about \(10^{-5}\) of the probability, and symmetric polynomials in \(r_1,r_2,u\) times \(e^{-1.9(r_1+r_2)}\), used variationally, give \(-2.90372\) hartree at both degree six and degree eight (the two differ by \(2\times10^{-6}\) hartree).

**Q.** You have excluded series with a non-zero constant term. Perhaps the ground state simply vanishes when all three particles meet.

**A.** If it had a power series, it could not vanish there. First, the ground state can be taken non-negative. Replacing a real minimizer \(\psi\) of the energy by \(|\psi|\) leaves the energy expectation unchanged, so \(|\psi|\) is also a ground state. Averaging it over rotations gives a non-negative, rotation-invariant ground state that is not zero. I use here the standard fact that the lowest level of this Hamiltonian, with spin left aside, is non-degenerate, so this is the ground state.

Now suppose that it has a series with \(c_{000}=0\). Let \(h\) be its lowest non-zero homogeneous part, of degree \(k>0\). The lowest-degree part of (1) is \(\Lambda h=0\), valid away from the coalescences.

**Q.** But \(h\) may have kinks there. You cannot call it harmonic yet.

**A.** The kinks are too mild to matter. The gradient of \(h\) is bounded near any point, because \(h\) is a polynomial in distances. Surround each set \(r_1=0\), \(r_2=0\), \(u=0\) by a tube of radius \(\varepsilon\). Each set has codimension three in six-dimensional space, so the tube's surface area scales as \(\varepsilon^2\). In Green's identity with a smooth test function, the surface terms therefore vanish as \(\varepsilon\to0\). Thus \(h\) is harmonic in the weak sense, and a weakly harmonic function is an ordinary harmonic one.

The average of \(h\) over a sphere about the origin equals \(h(0)=0\). As \(h\) is not identically zero, it is negative somewhere. At that configuration, scaled by a small factor \(t\), \(\psi=t^kh+O(t^{k+1})\) is negative too. This contradicts \(\psi\ge0\). So a series for the ground state needs \(c_{000}\ne0\), and (4) forbids it.

**Q.** And excited S states? A spatially antisymmetric one must vanish at the origin.

**A.** The argument from positivity does not cover those, and the equations must be taken further. Let \(c_{000}=0\). Then (3) removes the linear terms, and the degree-zero equations leave \(c_{110}=c_{101}=c_{011}=0\) with
\[
c_{200}+c_{020}+2c_{002}=0. \tag{6}
\]
Two free coefficients remain, belonging to \(r_1^2-r_2^2\) and \(r_1^2+r_2^2-u^2=2\,\mathbf r_1\!\cdot\mathbf r_2\).

At degree one, the monomials \(r_1^2/u\), \(r_2^2/u\) and \(u\) give
\[
\begin{aligned}
6c_{201}-2c_{021}&=2\lambda c_{200},\\
6c_{021}-2c_{201}&=2\lambda c_{020},\\
8(c_{201}+c_{021})+24c_{003}&=2\lambda c_{002}.
\end{aligned}\tag{7}
\]
Adding the first two and using (6) gives \(c_{201}+c_{021}=-\lambda c_{002}\). The third then gives \(c_{003}=5\lambda c_{002}/12\).

At degree two, \(r_2^4/(r_1u)\) gives \(c_{121}=0\). The monomials \(u^3/r_1\) and \(r_2^2u/r_1\) give
\[
5c_{103}+2Zc_{003}=0,\qquad 3c_{121}-3c_{103}+2Zc_{021}=0 .
\]
Hence \(c_{103}=-\lambda Zc_{002}/6\), and then \(c_{021}=3c_{103}/(2Z)=-\lambda c_{002}/4\). Exchanging the electron labels gives \(c_{201}=-\lambda c_{002}/4\). Their sum is \(-\lambda c_{002}/2\), but it had to be \(-\lambda c_{002}\). So \(c_{002}=0\), both \(c_{201}\) and \(c_{021}\) vanish, and (7) removes \(c_{200}\) and \(c_{020}\). A series cannot start at degree two either, for any \(E\), if \(\lambda Z\ne0\).

**Q.** Does that settle all S states?

**A.** No. A start at degree three is impossible: the leading part would be a harmonic polynomial of odd degree in the Cartesian coordinates. It would change sign under inversion, while distances do not. For degree four I eliminated the coefficient equations in exact rational arithmetic, with \(Z=2\), \(\lambda=1\) and the trial value \(E=-3\) hartree. Keeping all equations that involve coefficients up to degree five leaves three free parameters in the terms of degree four or less. Including degree six leaves none. At these parameters a series would have to start above degree four, and I have not excluded that.

**Q.** Back to the ground state. If powers of distances fail, would some other function of the triangle's shape, multiplied by the square of its size, do the job?

**A.** No, and the reason shows what is missing. Set \(c_{000}=1\), keep the quadratic polynomial with the correct cusps, and add a correction \(\chi\) that is homogeneous of degree two, with a bounded gradient near the origin. It must satisfy
\[
\Lambda\chi=\lambda Z\,S+\text{constant},\qquad S=\cos\alpha_1+\cos\alpha_2 .
\]
Let \(g=\mathbf r_1\!\cdot\mathbf r_2\), which is harmonic and also of degree two. On the unit sphere in six dimensions, the radial derivatives of \(\chi\) and \(g\) are \(2\chi\) and \(2g\). Green's identity over the unit ball gives
\[
\int g\,\Lambda\chi=\oint(g\,2\chi-\chi\,2g)=0 .
\]
The constant drops out because \(g\) averages to zero, so \(\int gS\) would have to vanish. With \(\theta\) the angle at the nucleus,
\[
S=(\hat{\mathbf r}_1-\hat{\mathbf r}_2)\cdot\hat{\mathbf u}=\frac{(r_1+r_2)(1-\cos\theta)}{\sqrt{(r_1-r_2)^2+2r_1r_2(1-\cos\theta)}} .
\]
At fixed \(r_1,r_2\) this increases with \(1-\cos\theta\), while \(g=r_1r_2\cos\theta\) decreases. Since \(\cos\theta\) is uniformly distributed with mean zero, \(\int gS<0\). No such \(\chi\) exists.

A logarithm supplies what is missing. With \(R^2=r_1^2+r_2^2\), we have \(\nabla g\cdot\nabla\ln R=2g/R^2\) and \(\Lambda\ln R=4/R^2\) in six dimensions, so
\[
\Lambda(g\ln R)=\frac{4g}{R^2}+\frac{4g}{R^2}=\frac{8g}{R^2}.
\]
The integral of this against \(g\) is positive. A term \(A\,g\ln R\), with \(A\) negative for \(\lambda Z>0\), can therefore balance the integral that \(\chi\) could not. The other rotation-invariant harmonic of degree two, \(r_1^2-r_2^2\), imposes no further condition, because \(S\) and \(g\) are symmetric in the two electrons. This is how the logarithm enters the Fock expansion: the term vanishes at the triple coalescence as \(R^2\ln R\), faster than the linear terms but more slowly than the quadratic ones, and it is not a power of the distances.

All numerical values are calculated from the stated model.
